\section*{Matrix elements of one-electron tensor operators in $l^n$ by fractional parentage, part 2}

The task is to find matrix elements of one-electron tensor operators between terms of a shell $l^n$ with one radial function, as sums over parent terms of $l^{n-1}$, with every factor and phase derived. Units are Hartree atomic ($\hbar=1$), phases are Condon--Shortley, $[x]=2x+1$ and $[x,y]=[x][y]$. For integer rank $k$,
\begin{equation}
\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle
=\frac{\langle j'm'\,kq|jm\rangle}{\sqrt{[j]}}\,\langle j\|T^k\|j'\rangle .
\label{eq:WE}
\end{equation}
The diagonal geometric factor is $w^{(k)}_{jm}=\langle jm\,k0|jm\rangle/\sqrt{[j]}$, with $w^{(k)}_{jj}>0$ and, for $k,k'\le2j$,
\begin{equation}
\sum_m w^{(k)}_{jm}w^{(k')}_{jm}=\frac{\delta_{kk'}}{[k]},
\label{eq:worth}
\end{equation}
\begin{equation}
w^{(1)}_{jm}=\frac{m}{\sqrt{j(j+1)[j]}},\qquad \langle j\|J\|j\rangle=\sqrt{j(j+1)[j]} .
\label{eq:J}
\end{equation}
One electron has $\langle s\|s\|s\rangle=\sqrt{3/2}$ and, for the unit tensor $u^k$, $\langle l\|u^k\|l\rangle=1$, so $u^0=1/\sqrt{[l]}$ and $l_q=\sqrt{l(l+1)[l]}\;u^1_q$. $U^k_q=\sum_iu^k_q(i)$ is reduced in orbital space only, $V^{1k}_{\rho q}=\sum_is_\rho(i)u^k_q(i)$ in spin and orbital space. A term $a=\alpha SL$ is built from parents $p=\bar\alpha\bar S\bar L$ with real coefficients of fractional parentage (cfps) $c_a(p)$, the parent coupled first and electron $n$ second:
\begin{equation}
|p,l_n;SM_SLM_L\rangle=\sum\langle\bar S\bar M_S\,\tfrac12m_s|SM_S\rangle\langle\bar L\bar M_L\,lm|LM_L\rangle\,|p\,\bar M_S\bar M_L\rangle\,|m_s\,m\rangle_n ,
\label{eq:coupled}
\end{equation}
\begin{equation}
|aM_SM_L\rangle=\sum_p c_a(p)\,|p,l_n;SM_SLM_L\rangle .
\label{eq:cfp}
\end{equation}
The $6j$ symbol is defined, and evaluated, by
\begin{align}
&\langle(j_1j_2)J_{12},j_3;J\,|\,j_1,(j_2j_3)J_{23};J\rangle\nonumber\\
&\quad=\sum\langle j_1m_1j_2m_2|J_{12}M_{12}\rangle\langle J_{12}M_{12}j_3m_3|JM\rangle\langle j_2m_2j_3m_3|J_{23}M_{23}\rangle\langle j_1m_1J_{23}M_{23}|JM\rangle\nonumber\\
&\quad=(-1)^{j_1+j_2+j_3+J}\sqrt{[J_{12},J_{23}]}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&J&J_{23}\end{Bmatrix},
\label{eq:6jdef}
\end{align}
\begin{equation}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\Delta_{abc}\Delta_{aef}\Delta_{dbf}\Delta_{dec}\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=1}^4(t-\tau_i)!\prod_{j=1}^3(\kappa_j-t)!},
\label{eq:racah}
\end{equation}
where $\Delta_{abc}^2=(a+b-c)!(a-b+c)!(-a+b+c)!/(a+b+c+1)!$, the $\tau_i$ are the sums of the triads $abc$, $aef$, $dbf$, $dec$, the $\kappa_j$ are $a+b+d+e$, $b+c+e+f$, $a+c+d+f$, and $t$ runs from the largest $\tau_i$ to the smallest $\kappa_j$. It is unchanged by permuting columns or exchanging upper and lower entries in two columns. For $T^k$ acting on the second of two coupled parts,
\begin{equation}
\langle j_1j_2J\|T^k\|j_1j_2'J'\rangle=(-1)^{j_1+j_2'+J+k}\sqrt{[J,J']}\begin{Bmatrix}j_2&J&j_1\\J'&j_2'&k\end{Bmatrix}\langle j_2\|T^k\|j_2'\rangle .
\label{eq:lemma}
\end{equation}
With $b=\alpha'S'L'$ this gives
\begin{align}
\langle a\|U^k\|b\rangle&=\delta_{SS'}\,n\sqrt{[L,L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix},\label{eq:U}\\
\langle a\|V^{1k}\|b\rangle&=n\sqrt{\tfrac32}\sqrt{[S,L,S',L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar S+\frac12+S+1}\begin{Bmatrix}\frac12&S&\bar S\\S'&\frac12&1\end{Bmatrix}\nonumber\\
&\hspace{9em}\times(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix}.\label{eq:V}
\end{align}
In the phases $S,L$ belong to the bra; writing $L'$ for $L$ there multiplies an element by $(-1)^{L-L'}$. For $f^2$, a determinant gave, without these formulas,
\begin{equation}
\langle{}^3H\|V^{11}\|{}^3H\rangle=\frac{5}{2\sqrt{84}}\cdot\sqrt6\cdot\frac{\sqrt{330}}{5}=\frac12\sqrt{\frac{165}{7}}=\sqrt{\frac{165}{28}} .
\label{eq:V3H}
\end{equation}

\section{What the terms of the sum mean}

\textit{Q.} Does \eqref{eq:V} return $\sqrt{165/28}$?

\textit{A.} For rank one and $L=L'>0$ the $6j$ symbol has a closed form that also shows its meaning. Between states \eqref{eq:coupled} of fixed $\bar L$ and $L$, the vectors $\mathbf l(n)$ and $\mathbf L$ have proportional matrices by \eqref{eq:WE}, with a constant $g_L$. Because $\mathbf L$ does not lead out of this multiplet, $\langle\mathbf l(n)\cdot\mathbf L\rangle=g_LL(L+1)$. Squaring $\bar{\mathbf L}=\mathbf L-\mathbf l(n)$ gives $2\,\mathbf l(n)\cdot\mathbf L=L(L+1)+l(l+1)-\bar L(\bar L+1)$. Hence
\begin{equation}
g_L(\bar L)=\frac{L(L+1)+l(l+1)-\bar L(\bar L+1)}{2L(L+1)},
\end{equation}
the share of $L_z$ carried by the last electron. The reduced element of $u^1(n)$ is $g_L\sqrt{L(L+1)[L]}/\sqrt{l(l+1)[l]}$ by \eqref{eq:J}, and it is also given by \eqref{eq:lemma}, so
\begin{equation}
[L]\,(-1)^{\bar L+l+L+1}\begin{Bmatrix}l&L&\bar L\\L&l&1\end{Bmatrix}=g_L(\bar L)\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}} .
\label{eq:g}
\end{equation}
The same holds for spin, if $S>0$, with $g_S(\bar S)$ and $l\to\tfrac12$, where $\sqrt{l(l+1)[l]}\to\sqrt{3/2}$ cancels the prefactor in \eqref{eq:V}. The diagonal element becomes
\begin{equation}
\langle a\|V^{11}\|a\rangle=\sqrt{S(S+1)[S]}\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}}\;n\sum_pc_a(p)^2g_S(\bar S)g_L(\bar L).
\label{eq:Vdiag}
\end{equation}
In $l^2$ the only parent is the single electron, $\bar S=\tfrac12$, $\bar L=l$. Exchange of the two electrons multiplies $|ll;L\rangle$ by $(-1)^{2l-L}$ and $|\tfrac12\tfrac12;S\rangle$ by $(-1)^{1-S}$, so the coupled state is already antisymmetric when $S+L$ is even, and we fix its phase by $c=+1$. Then $g_S=g_L=\tfrac12$, and for ${}^3H$ \eqref{eq:Vdiag} gives $\sqrt6\,\sqrt{330/84}\cdot2\cdot\tfrac14=\tfrac12\sqrt{165/7}$, which is \eqref{eq:V3H}. For general $k$, \eqref{eq:U} in $l^2$ reduces to
\begin{equation}
\langle SL\|U^k\|SL'\rangle=2(-1)^{L+k}\sqrt{[L,L']}\begin{Bmatrix}l&L&l\\L'&l&k\end{Bmatrix}.
\label{eq:l2}
\end{equation}

\textit{Q.} Are there cases for larger $n$ where the answer is known in advance?

\textit{A.} There are three. Since $U^1=\mathbf L/\sqrt{l(l+1)[l]}$ and $V^{10}=\mathbf S/\sqrt{[l]}$, and the unit operator has $\langle L\|1\|L\rangle=\sqrt{[L]}$,
\begin{equation}
\langle a\|U^1\|b\rangle=\delta_{ab}\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}},\qquad
\langle a\|V^{10}\|b\rangle=\delta_{ab}\sqrt{\frac{S(S+1)[S][L]}{[l]}} .
\label{eq:rules}
\end{equation}
With \eqref{eq:g}, the first requires $n\sum_pc_a(p)^2g_L(\bar L)=1$ for $L>0$: on average the last electron carries the share $1/n$ of $L_z$. The third case is maximal spin, $S=S'=n/2$. In the states $M_S=S$ every spin is up, so $V^{1k}_{0q}=\tfrac12U^k_q$. Dividing by $w^{(1)}_{SS}=S/\sqrt{S(S+1)[S]}$,
\begin{equation}
\langle a\|V^{1k}\|b\rangle=\frac{\sqrt{S(S+1)[S]}}{2S}\,\langle a\|U^k\|b\rangle\qquad(S=S'=n/2).
\label{eq:maxspin}
\end{equation}
As $U^1$ is diagonal, $V^{11}$ does not connect different terms of maximal spin, whether or not the triangle rule would allow it. For ${}^4F$ and ${}^4P$ of $d^3$, or ${}^3H$ and ${}^3F$ of $f^2$, $L$ changes by two and the triangle rule already forbids the element; for ${}^4G$ and ${}^4F$ of $f^3$ the triangle rule allows it, and it vanishes nevertheless.

\section{The cfps of three electrons}

\textit{Q.} So far the cfps exist but have no values. If they come from a table, the check is circular.

\textit{A.} For $l^3$ they follow from the antisymmetrizer. It factorizes as $\mathcal A=\tfrac13(1-P_{13}-P_{23})\cdot\tfrac12(1-P_{12})$: multiplying out gives the identity, the three exchanges with a minus sign and the two cyclic permutations $P_{13}P_{12}$, $P_{23}P_{12}$ with a plus sign, all divided by $6$. On a state $|p',l_3;SL\rangle$, which is antisymmetric in 1 and 2, the second factor is $1$. Between two such states $P_{13}=P_{12}P_{23}P_{12}$ has the same element as $P_{23}$, the two signs cancelling. On the other hand $\mathcal A$ is the projector $\sum_a|a\rangle\langle a|$ on the antisymmetric states, and by \eqref{eq:cfp} its element is $\sum_\alpha c_{\alpha SL}(p)c_{\alpha SL}(p')$. Therefore
\begin{equation}
A_{pp'}\equiv\sum_\alpha c_{\alpha SL}(p)\,c_{\alpha SL}(p')=\tfrac13\bigl[\delta_{pp'}-2\langle p,l_3;SL|P_{23}|p',l_3;SL\rangle\bigr].
\end{equation}
The exchange $P_{23}$ turns a state in which electrons 1 and 2 form $p'$ into one in which 1 and 3 form $p'$. Two-electron parents are products of a spin and an orbital function, so the element is a product of two overlaps of the type $\langle(j_1j_2)J_{12},j_3;J|(j_1j_3)J_{13},j_2;J\rangle$. Reverse the order inside $J_{12}$ in the bra, at the cost $(-1)^{j_1+j_2-J_{12}}$, and move $j_2$ to the front in the ket, at the cost $(-1)^{J_{13}+j_2-J}$. What remains is \eqref{eq:6jdef} for the order $j_2,j_1,j_3$, with phase $(-1)^{j_1+j_2+j_3+J}$. The exponents add to $2j_1+3j_2+j_3-J_{12}+J_{13}$, which differs from $j_2+j_3+J_{12}+J_{13}$ by the even number $2(j_1+j_2-J_{12})$. Thus
\begin{equation}
\langle(j_1j_2)J_{12},j_3;J|(j_1j_3)J_{13},j_2;J\rangle=(-1)^{j_2+j_3+J_{12}+J_{13}}\sqrt{[J_{12},J_{13}]}\begin{Bmatrix}j_2&j_1&J_{12}\\j_3&J&J_{13}\end{Bmatrix}.
\end{equation}
The spin phase is $(-1)^{1+\bar S+\bar S'}$ and the orbital phase $(-1)^{2l+\bar L+\bar L'}$. As $\bar S+\bar L$ and $\bar S'+\bar L'$ are even, the product is $-1$, and
\begin{equation}
A_{pp'}=\frac13\left[\delta_{pp'}+2\sqrt{[\bar S,\bar L,\bar S',\bar L']}\begin{Bmatrix}\frac12&\frac12&\bar S\\\frac12&S&\bar S'\end{Bmatrix}\begin{Bmatrix}l&l&\bar L\\l&L&\bar L'\end{Bmatrix}\right],
\label{eq:A}
\end{equation}
for parents that can be coupled with one electron to $S$ and $L$. The trace of $A$ is the number of terms with this $S,L$. If it is one, $A_{pp'}=c(p)c(p')$, and any non-zero column divided by the square root of its diagonal entry is the list of cfps, up to one overall sign.

\textit{Q.} Do it for ${}^4F$ of $d^3$.

\textit{A.} The terms of $d^2$ are ${}^3F,{}^3P,{}^1G,{}^1D,{}^1S$, and only the triplets reach $S=\tfrac32$. For the spin symbol with $\bar S=\bar S'=1$, $S=\tfrac32$, the triads in \eqref{eq:racah} are $(\tfrac12\tfrac121)$ twice, with $\Delta^2=1/6$, and $(\tfrac12\tfrac321)$ twice, with $\Delta^2=1/12$, so the four $\Delta$ multiply to $1/72$. With $\tau=2,3,2,3$ and $\kappa=3,4,3$ only $t=3$ contributes, $-4!/1=-24$, and
\begin{equation}
\begin{Bmatrix}\frac12&\frac12&1\\\frac12&\frac32&1\end{Bmatrix}=-\frac13 .
\label{eq:spin6j}
\end{equation}
For $\bar L=\bar L'=3$, $L=3$: $\Delta_{223}^2=1/1120$ and $\Delta_{233}^2=1/3780$, each triad twice, give the product $1/4233600$; $\tau=7,8,7,8$, $\kappa=9,11,10$; the terms $t=8,9$ are $9!/12=30240$ and $-10!/8=-453600$. For $\bar L=3$, $\bar L'=1$: the triads $223$, $231$, $221$, $233$ have $\Delta^2=1/1120$, $1/105$, $1/120$, $1/3780$, the product of the $\Delta$ is $1/(50400\sqrt{21})$, $\tau=7,6,5,8$, $\kappa=9,9,8$, and the single term $t=8$ is $9!/12=30240$. So
\begin{equation}
\begin{Bmatrix}2&2&3\\2&3&3\end{Bmatrix}=-\frac1{10},\qquad\begin{Bmatrix}2&2&3\\2&3&1\end{Bmatrix}=\frac{3}{5\sqrt{21}},
\end{equation}
\begin{align}
A_{FF}&=\tfrac13\bigl[1+2\cdot21\cdot(-\tfrac13)(-\tfrac1{10})\bigr]=\tfrac45,\\
A_{FP}&=\tfrac13\cdot2\cdot3\sqrt{21}\cdot(-\tfrac13)\cdot\tfrac{3}{5\sqrt{21}}=-\tfrac25 .
\end{align}
Hence $c({}^3F)=+\sqrt{4/5}$ and $c({}^3P)=-\tfrac25/\sqrt{4/5}=-\sqrt{1/5}$. The phase convention used throughout is that the first non-zero cfp in the order ${}^3F,{}^3P,{}^1G,{}^1D,{}^1S$ is positive. The squares add to one. The shares are $g_L=6/24=\tfrac14$ for $\bar L=3$ and $16/24=\tfrac23$ for $\bar L=1$, and $3(\tfrac45\cdot\tfrac14+\tfrac15\cdot\tfrac23)=1$, as \eqref{eq:rules} demands. The same procedure gives all eight terms. The entries below are the squares of the cfps with the sign of the cfp.
\begin{equation*}
\begin{array}{lccccc}
&{}^3F&{}^3P&{}^1G&{}^1D&{}^1S\\
{}^4F&+4/5&-1/5&0&0&0\\
{}^4P&+7/15&+8/15&0&0&0\\
{}^2H&+1/2&0&-1/2&0&0\\
{}^2G&+1/2&0&+11/42&-5/21&0\\
{}^2F&+1/10&+2/5&-5/14&-1/7&0\\
{}^2D1&+7/20&+3/20&+3/20&+1/12&-4/15\\
{}^2D3&+3/20&-7/20&-5/28&+9/28&0\\
{}^2P&+4/15&-7/30&0&-1/2&0
\end{array}
\end{equation*}

\textit{Q.} ${}^2D$ occurs twice. A projector of rank two does not define two vectors.

\textit{A.} It does not, and a choice of basis is needed; \eqref{eq:U} and \eqref{eq:V} hold for any orthonormal choice. The seniority basis rotates the pair so that one member, ${}^2D3$, has no ${}^1S$ parent. Then the ${}^1S$ column of $A=c_1c_1^{T}+c_3c_3^{T}$ is $c_1(p)\,c_1({}^1S)$, which fixes ${}^2D1$, and $A-c_1c_1^T$ has rank one and fixes ${}^2D3$. The diagonal entry needs $\left\{\begin{smallmatrix}j&j&0\\j&j&0\end{smallmatrix}\right\}$: four triads with $\Delta^2=1/[j]$ and the single term $t=2j$, equal to $(-1)^{2j}[j]$, give $(-1)^{2j}/[j]$. So $c_1({}^1S)^2=\tfrac13[1+2(-\tfrac12)(\tfrac15)]=4/15$; the minus sign in the table comes from the phase convention.

This construction says that $|{}^2D1\,m_sm\rangle=N\mathcal A|{}^1S,d_3;m_sm\rangle$ with one constant $N$: a pair coupled to zero plus one unpaired electron. It yields a selection rule. $U^k$ is symmetric in the electrons and commutes with $\mathcal A$. Its part acting on the pair takes ${}^1S$ to a singlet of $d^2$ with $L=k$, and singlets have even $L$, so this part vanishes for odd $k$. What remains is $N\mathcal A|{}^1S\rangle u^k|m_sm\rangle$, which lies in ${}^2D1$ with the one-electron matrix. For odd $k$, then, $\langle{}^2D1\|U^k\|{}^2D1\rangle=1$ and $\langle{}^2D3\|U^k\|{}^2D1\rangle=0$; the computed $U^3$ values are indeed $1$ and $0$. For $V^{1k}$ the pair goes to a triplet with $L=k$, which exists for odd $k$, so $V^{11}$ does break the pair, as do $U^2$ and $U^4$. The computed ${}^2D1$--${}^2D3$ elements are $U^2=-\sqrt{27/28}$, $U^4=+\sqrt{25/84}$, $V^{11}=+\sqrt{7/8}$, and the diagonal ${}^2D1$ elements $\sqrt{1/4}$, $\sqrt{1/4}$, $\sqrt{3/8}$ are each half the one-electron value.

\section{Reduced elements in $d^3$ and $f^2$}

\textit{Q.} Carry out the parent sums for ${}^4F$, and give me a second road to each result.

\textit{A.} For $U^2$ the prefactor is $n[L]=21$. The product of phase and $6j$ symbol in \eqref{eq:U} is $-0.064153$ for the ${}^3F$ parent and $+0.139971$ for ${}^3P$:
\begin{equation}
\langle{}^4F\|U^2\|{}^4F\rangle=21\,[\,0.8\,(-0.064153)+0.2\,(0.139971)\,]=-0.4899,
\end{equation}
or $-0.489898=-\sqrt{6/25}$ at full precision. The two parents pull in opposite directions. The second road is the determinant $|2^+1^+0^+|$, the only one with $M_S=\tfrac32$, $M_L=3$ and hence the top state of ${}^4F$. The operator $3J_z^2-J^2$ is the $q=0$ component of a rank-two tensor, so $w^{(2)}_{jm}\propto3m^2-j(j+1)$. For $j=2$ the values are $6,-3,-6,-3,6$, with squares adding to $126$, and \eqref{eq:worth} gives $w^{(2)}_{2m}=(3m^2-6)/\sqrt{630}$. For $j=3$ they are $15,0,-9,-12,-9,0,15$, with squares adding to $756$, so $w^{(2)}_{33}=15/\sqrt{3780}$. The determinant has $\langle U^2_0\rangle=(6-3-6)/\sqrt{630}$, and the reduced element is $-\tfrac3{15}\sqrt{3780/630}=-\sqrt6/5$, in agreement, sign included.

For $V^{11}$ the prefactor is $3\sqrt{3/2}\cdot4\cdot7=102.878569$. The spin factor is $+0.263523$ for both parents; by the spin form of \eqref{eq:g} it is $g_S\sqrt{15}/(4\sqrt{3/2})$ with $g_S=\tfrac13$. The orbital factors are $+0.059761$ and $+0.159364$, which are $g_L\sqrt{84/30}/7$ for $g_L=\tfrac14$ and $\tfrac23$. Then
\begin{equation}
\langle{}^4F\|V^{11}\|{}^4F\rangle=102.878569\times0.263523\times[\,0.8\,(0.059761)+0.2\,(0.159364)\,]=2.1602,
\end{equation}
or $2.160247=\sqrt{14/3}$. The second road is \eqref{eq:maxspin} with \eqref{eq:rules}: $(\sqrt{15}/3)\sqrt{84/30}=\sqrt{14/3}$.

\textit{Q.} Diagonal elements cannot expose a confusion of $L$ with $L'$. Show an off-diagonal one.

\textit{A.} Take $a={}^4F$, $b={}^2G$. The only common parent is ${}^3F$, with $c_ac_b=\sqrt{4/5}\sqrt{1/2}=\sqrt{2/5}$. The spin phase is $(-1)^{1+\frac12+\frac32+1}=+1$, and the spin symbol $\left\{\begin{smallmatrix}1/2&3/2&1\\1/2&1/2&1\end{smallmatrix}\right\}$ becomes \eqref{eq:spin6j} on exchanging upper and lower entries in the first two columns, so it is $-\tfrac13$. The orbital phase is $(-1)^{3+2+3+1}=-1$. For $\left\{\begin{smallmatrix}2&3&3\\4&2&1\end{smallmatrix}\right\}$ the triads $233$, $221$, $431$, $423$ have $\Delta^2=1/3780$, $1/120$, $1/252$, $1/5040$, whose roots multiply to $1/(90720\sqrt{70})$; $\tau=8,5,8,9$, $\kappa=11,9,10$, and the term $t=9$ is $-10!/48=-75600$, so the symbol is $-5/(6\sqrt{70})$. With $[S,L,S',L']=4\cdot7\cdot2\cdot9=504$,
\begin{equation}
\langle{}^4F\|V^{11}\|{}^2G\rangle=3\sqrt{\tfrac32\cdot504\cdot\tfrac25}\;(+1)\bigl(-\tfrac13\bigr)(-1)\Bigl(-\frac5{6\sqrt{70}}\Bigr)=-\sqrt{\frac{1512}{5}\cdot\frac{25}{2520}}=-\sqrt3 .
\end{equation}
The sign of one such element can be reversed by reversing the phase of ${}^2G$, so it is tested only together with explicit states of the same phase. The spectrum of a free ion cannot expose a confusion of $L$ with $L'$ in the phase: the error multiplies every spin--orbit element by $(-1)^{L-L'}=(-1)^L(-1)^{L'}$ and leaves the Coulomb elements, which connect equal $L$, unchanged. This amounts to the change of phase $|a\rangle\to(-1)^L|a\rangle$ and leaves all eigenvalues as they are. With a crystal field added, the same holds if the error is made in $U^k$ and $V^{1k}$ alike, but an error in only one of them can change the levels. What a spectrum can detect is a sign error that no change of phases produces. Both tests are made below. Further values for $d^3$, again as signed squares, are
\begin{equation*}
\begin{array}{lcccc}
&U^2&U^3&U^4&V^{11}\\
{}^4F,{}^4F&-6/25&-3/5&+11/5&+14/3\\
{}^4F,{}^4P&+24/25&-6/5&-2/5&0\\
{}^4P,{}^4P&+21/25&0&0&+1/3\\
{}^2H,{}^2H&+429/175&0&-143/315&+33/50\\
{}^2H,{}^2G&-66/175&-429/196&-429/140&+66/25\\
{}^2G,{}^2G&+198/1225&-99/196&-143/980&+81/100\\
{}^2D3,{}^2D3&+9/196&-9/49&-361/1764&-1/24
\end{array}
\end{equation*}
and for $f^2$
\begin{equation*}
\begin{array}{lcccc}
&U^2&U^4&U^6&V^{11}\\
{}^3H,{}^3H&+143/126&-52/63&-85/63&+165/28\\
{}^3H,{}^3F&+44/63&+65/63&-14/9&0\\
{}^3F,{}^3F&-1/9&-1/9&-1/9&+3/2\\
{}^3F,{}^3P&+6/7&-11/21&0&0\\
{}^3H,{}^1G&0&0&0&+15/14\\
{}^1G,{}^1G&+27/539&-6877/5929&+1215/847&0
\end{array}
\end{equation*}

\textit{Q.} Most zeros I can explain by triangles, by $\delta_{SS'}$ or by \eqref{eq:maxspin}. But $\langle{}^2H\|U^3\|{}^2H\rangle=0$ is allowed by all of them. Is it an error?

\textit{A.} It is a cancellation between the two parents, which have equal weight, and the determinant confirms it. The top state of ${}^2H$ is $|2^+2^-1^+|$, so $\langle U^3_0\rangle=2w^{(3)}_{22}+w^{(3)}_{21}$. Reversing all projections in the $3j$ symbol gives $w^{(k)}_{j,-m}=(-1)^kw^{(k)}_{jm}$, so $w^{(3)}$ is odd in $m$. By \eqref{eq:worth} it is orthogonal to $w^{(1)}\propto m$, which reads $2(2w^{(3)}_{22}+w^{(3)}_{21})=0$. The element vanishes because the occupied $m$ values, $2,2,1$, happen to reproduce this orthogonality sum. A second regularity in the numbers is that ${}^3F$ of $f^2$ has the same value $-1/3$ for $k=2,4,6$. By \eqref{eq:l2} the element is $-14\left\{\begin{smallmatrix}3&3&3\\3&3&k\end{smallmatrix}\right\}$ for even $k$, so the symbol is $1/42$ for all three ranks. The triangle and phase rules do not require this; it is what the evaluation gives.

\textit{Q.} One could check against printed tables of these elements. Why not simply compare?

\textit{A.} A comparison with printed values tests the formula only up to the conventions of the table, and no tabulated value is used here. The check is made against the definition itself, and the results are given in the exact form, a sign and the root of a fraction, that allows a reader to compare them with any table. Three things must be kept apart in such a comparison. Given the form \eqref{eq:WE}, the normalization is read from the one-electron entries. For terms that occur once, and for repeated terms in the same basis, the squares are independent of every phase choice, and so are the signs of diagonal elements, since a phase enters them twice. The signs of off-diagonal elements change under $|a\rangle\to\epsilon_a|a\rangle$ with $\epsilon_a=\pm1$ as $\epsilon_a\epsilon_b$, the same factor for every $k$ and for $U$ and $V$ alike. Two correct tables with real term phases, the same form \eqref{eq:WE}, the same normalization and the same basis for repeated terms can therefore differ only by such a pattern; for instance the product of $U^2$ and $V^{11}$ for the pair ${}^2H,{}^2G$ is negative in every convention with real phases that shares \eqref{eq:WE}. Cfps in addition carry the phase of the parent.

The formulas return the known $f^2$ value, the cfps of $d^3$ have been obtained from the antisymmetrizer, and reduced elements for $d^3$ and $f^2$ have been evaluated, some of them by a second road. What remains is to turn them into spin--orbit and Coulomb energies, to report the numerical check against explicit states, and to state the limits of the result.
